# Logarithmic divergence of the diagonal correction at a conical intersection

## Result

Let two real electronic states meet at a point in a plane of nuclear coordinates $(x,y)$, and let the energies near that point form a circular cone. Let $\rho$ be the distance from the tip and $M$ the nuclear mass, the same in both directions. The diagonal correction to the potential energy of either sheet is, near the tip,

$$U=\frac{\hbar^2}{8M\rho^2}+O\!\left(\frac1\rho\right). \tag{1}$$

Let $p(\rho)$ be the nuclear density on the sheet, averaged over the polar angle. If $p(\rho)=p(0)+O(\rho^\alpha)$ with $\alpha>0$, the expectation value of $U$ with the disc $\rho<\varepsilon$ cut out is

$$\langle U\rangle_\varepsilon=\frac{\pi\hbar^2}{4M}\,p(0)\ln\frac{b}{\varepsilon}+K_b+o(1),\qquad \varepsilon\to0, \tag{2}$$

where $b$ is any fixed length and $K_b$ is finite, provided $U$ weighted by the density is integrable away from this tip. That proviso fails if the density is nonzero at another intersection of the same sheet, which adds a logarithm of its own. Quadratic terms can create such points: with $kx+g(x^2-y^2)$ and $ky-2gxy$ as the coefficients of $\sigma_z$ and $\sigma_x$, the sheets meet again at three points, $(-k/g,\,0)$ and $(k/2g,\,\pm\sqrt3\,k/2g)$, where the cones are elliptical. The logarithm is the leading term and the constant is its first correction. If $p(0)\neq0$, the expectation value is infinite.

Vanishing of the density at the tip is therefore necessary for a finite value. It is not quite sufficient: under the same proviso, the condition is that $\int_0 p\,d\rho/\rho$ converges. Any power-law zero satisfies it.

## Where the correction comes from

Write the molecular state on one sheet as $\Psi=\chi(x,y)\,|n(x,y)\rangle$, with $|n\rangle$ a real, normalized electronic eigenstate. The nuclear kinetic energy acts on both factors:

$$\langle n|\nabla^2(\chi n)\rangle=\nabla^2\chi+2\langle n|\nabla n\rangle\cdot\nabla\chi+\langle n|\nabla^2n\rangle\chi .$$

Since $\langle n|n\rangle=1$ and $|n\rangle$ is real, $\langle n|\nabla n\rangle=0$. The divergence of this equation gives $\langle n|\nabla^2n\rangle=-\langle\nabla n|\nabla n\rangle$. Multiplication by $-\hbar^2/2M$ leaves the usual kinetic energy of $\chi$ and a positive potential,

$$U=\frac{\hbar^2}{2M}\langle\nabla n|\nabla n\rangle. \tag{3}$$

If $|n\rangle$ is given a position-dependent phase $e^{i\lambda}$, its gradient gains a part $i\nabla\lambda\,|n\rangle$ along the state itself. That part belongs to a vector potential in the kinetic energy. The correction is then defined with the projector $1-|n\rangle\langle n|$ between the two gradients, which removes it, so $U$ does not depend on the phase convention.

## The leading term

To first order in the displacement, and apart from a common energy, the electronic Hamiltonian of a circular cone is

$$H_e=k(x\sigma_z+y\sigma_x)=k\rho\begin{pmatrix}\cos\varphi&\sin\varphi\\ \sin\varphi&-\cos\varphi\end{pmatrix}.$$

Its eigenvalues are $\pm k\rho$, with eigenvectors

$$n_+=\begin{pmatrix}\cos(\varphi/2)\\ \sin(\varphi/2)\end{pmatrix},\qquad n_-=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.$$

For example, the first row acting on $n_+$ gives $\cos\varphi\cos(\varphi/2)+\sin\varphi\sin(\varphi/2)=\cos(\varphi/2)$, and the second row gives $\sin(\varphi/2)$ in the same way. Differentiation gives

$$\partial_\varphi n_+=\tfrac12n_-,\qquad \partial_\varphi n_-=-\tfrac12n_+ . \tag{4}$$

The vectors do not depend on $\rho$, and the gradient along the circle is $\rho^{-1}\partial_\varphi$. Hence $\langle\nabla n|\nabla n\rangle=1/(4\rho^2)$ on both sheets, and (3) gives $U=\hbar^2/(8M\rho^2)$. The slope $k$ has dropped out: the correction measures how fast the electronic state turns, and near the tip it must make its half turn on an ever shorter circle.

The half angle also gives $n_\pm(\varphi+2\pi)=-n_\pm(\varphi)$. This sign change is the geometric phase.

## The first correction to the potential

Now let $H_e$ depend smoothly on the coordinates, with quadratic terms and with other electronic states separated by a finite gap. In the two-state space the coefficients of $\sigma_z$ and $\sigma_x$ become

$$Z=k\rho\cos\varphi+\rho^2q_z(\varphi)+\dots,\qquad X=k\rho\sin\varphi+\rho^2q_x(\varphi)+\dots$$

The state turns by half the polar angle $\theta$ of the vector $(Z,X)$. The radial component of this vector is $k\rho+O(\rho^2)$, and its tangential component is $X\cos\varphi-Z\sin\varphi=\rho^2(q_x\cos\varphi-q_z\sin\varphi)+O(\rho^3)$. Their ratio is the small extra angle:

$$\theta=\varphi+\rho f(\varphi)+O(\rho^2),\qquad f=\frac{q_x\cos\varphi-q_z\sin\varphi}{k}.$$

Therefore

$$|\nabla\theta|^2=\frac{(1+\rho f')^2}{\rho^2}+f^2+\dots=\frac1{\rho^2}+\frac{2f'}{\rho}+O(1).$$

The other states also enter through the two basis vectors $d_1,d_2$, which now vary with position. They can be chosen so that their first-order change lies outside the degenerate pair. Then $\langle d_1|\nabla d_2\rangle=O(\rho)$; its product with $\nabla\theta=O(1/\rho)$ is $O(1)$, as is the squared change of the basis vectors. Thus

$$U=\frac{\hbar^2}{8M}\left[\frac1{\rho^2}+\frac{2f'(\varphi)}{\rho}+O(1)\right]. \tag{5}$$

The second term is integrable in the plane, because the area element supplies a factor $\rho$. Since $f$ is periodic, the angular average of $f'$ is zero, and this term contributes nothing for an isotropic density.

In the numerical check with a third state, the largest deviation from the leading term, relative to that term, is $3.9\times10^{-3}$ at $\rho=0.01$ bohr and $3.9\times10^{-4}$ at $0.001$ bohr. The tenfold fall is what (5) requires.

## The expectation value

With $\int|\chi|^2\,dx\,dy=1$, the leading part of $U$ gives

$$\langle U\rangle_\varepsilon=\int_\varepsilon^\infty\frac{\hbar^2}{8M\rho^2}\,2\pi p(\rho)\,\rho\,d\rho=\frac{\pi\hbar^2}{4M}\int_\varepsilon^\infty\frac{p(\rho)}{\rho}\,d\rho. \tag{6}$$

Subtract $p(0)$ inside the radius $b$:

$$\int_\varepsilon^\infty\frac p\rho\,d\rho=p(0)\ln\frac b\varepsilon+\int_\varepsilon^b\frac{p(\rho)-p(0)}{\rho}\,d\rho+\int_b^\infty\frac p\rho\,d\rho .$$

The middle integrand is $O(\rho^{\alpha-1})$, so its integral converges as $\varepsilon\to0$. This proves (2). The less singular terms in (5) add a finite amount to $K_b$ if the density is bounded near the tip. The coefficient of the logarithm is thus a local quantity, whereas the constant depends on the whole density and on $U$ away from the tip.

If $\chi\sim\rho^s$ with $s>0$, then $p\sim\rho^{2s}$ and $\int_0^b\rho^{2s-1}d\rho=b^{2s}/(2s)$ is finite. It grows without limit as $s\to0$.

A slower zero can fail. Take $\chi=[\ln(1/\rho)]^{-1/2}$ near the tip, with $\rho$ in some fixed unit, and set $t=\ln(1/\rho)$. Then

$$\int\frac{\chi^2}{\rho}\,d\rho=\int\frac{dt}{t},\qquad \int\left(\frac{d\chi}{d\rho}\right)^2\rho\,d\rho=\frac14\int\frac{dt}{t^3}.$$

The second integral follows from $d\chi/d\rho=t^{-3/2}/(2\rho)$. As $t\to\infty$ the first diverges and the second converges. This isotropic function vanishes at the tip and has finite kinetic energy, yet $\langle U\rangle$ is infinite. It ignores the sign change of $|n\rangle$. If the sign change is kept, $\chi$ needs a factor $e^{i\nu\varphi}$ with half-integer $\nu$, and the angular kinetic energy, proportional to $\nu^2\int\chi^2\,d\rho/\rho$, diverges in the same way as $\langle U\rangle$.

## A density far from the tip

In Rydberg atomic units $\hbar^2/(2m_e)=1$ Ry bohr$^2$. With $\mu=M/m_e$, the leading correction is $U=1/(4\mu\rho^2)$ and the prefactor in (6) is $\pi/(2\mu)$.

Consider a Gaussian density of width $a$ centred at distance $d$ from the tip, $|\chi|^2=e^{-|\mathbf r-\mathbf d|^2/a^2}/(\pi a^2)$. The angular average of $e^{2\rho d\cos\varphi/a^2}$ is the modified Bessel function $I_0(2\rho d/a^2)$. With $t=\rho/a$ and $\delta=d/a$,

$$\langle U\rangle_\varepsilon=\frac{e^{-\delta^2}}{4\mu a^2}\;2\int_{\varepsilon/a}^\infty e^{-t^2}I_0(2\delta t)\,\frac{dt}{t}.$$

Split $I_0=1+(I_0-1)$. For the first part set $u=t^2$ and $\eta=\varepsilon^2/a^2$, and integrate by parts:

$$\int_\eta^\infty\frac{e^{-u}}u\,du=-e^{-\eta}\ln\eta+\int_\eta^\infty e^{-u}\ln u\,du\;\to\;2\ln\frac a\varepsilon-\gamma .$$

Here $\gamma$ is Euler's constant, and $\int_0^\infty e^{-u}\ln u\,du=-\gamma$. For the second part the lower limit may be set to zero. The series $I_0(2\delta t)=\sum_n(\delta t)^{2n}/(n!)^2$ and the integral $2\int_0^\infty t^{2n-1}e^{-t^2}dt=(n-1)!$ give

$$\sum_{n\ge1}\frac{\delta^{2n}}{n\,n!}=\int_0^{\delta^2}\frac{e^v-1}{v}\,dv=\mathrm{Ei}(\delta^2)-\gamma-2\ln\delta,$$

where $\mathrm{Ei}$ is the exponential integral. Adding the parts,

$$\langle U\rangle_\varepsilon\simeq\frac{e^{-\delta^2}}{4\mu a^2}\left[\mathrm{Ei}(\delta^2)+2\ln\frac{a}{\varepsilon\delta}-2\gamma\right]. \tag{7}$$

For large $\delta$, $\mathrm{Ei}(\delta^2)\simeq e^{\delta^2}\delta^{-2}(1+\delta^{-2}+\dots)$. The regular part is then

$$\frac1{4\mu d^2}\left(1+\frac{a^2}{d^2}+\dots\right),$$

which is the correction at the centre of the density with its first finite-width correction. The logarithm is still present, but its coefficient carries $e^{-\delta^2}$.

Take the round values $\mu=2000$, $a=0.2$ bohr and $d=0.6$ bohr, so $\delta=3$. At the centre, $U=1/(4\cdot2000\cdot0.36)=3.47\times10^{-4}$ Ry. The first finite-width correction raises this by $1/9$ to $3.86\times10^{-4}$ Ry, and the full regular part, $e^{-\delta^2}\mathrm{Ei}(\delta^2)/(4\mu a^2)$, is $4.00\times10^{-4}$ Ry. Direct quadrature gives $4.03\times10^{-4}$ Ry for a cutoff of $10^{-3}$ bohr and $4.08\times10^{-4}$ Ry for $10^{-6}$ bohr. A thousandfold smaller cutoff changes the value by 1.3%, which could be mistaken for convergence.

The term $2\ln(a/\varepsilon)$ in (7) contributes as much as $1/(4\mu d^2)$ when $\ln(a/\varepsilon)=e^{\delta^2}/(2\delta^2)$. Here that means $\varepsilon/a\approx10^{-195.5}$. Such a length has no physical meaning. The infinity is a property of the model expression, and the regular part is the useful estimate of the diagonal correction for a remote tip. If the density encircles the tip, the sign change adds an angular kinetic energy of at least $\frac14/(\mu\rho^2)$, as large as $U$ itself, which must be included as well.

## Infinite first order, finite energy

An infinite expectation value in a given function does not make the energy infinite, because the function can adapt. To see this, keep the upper sheet $k\rho$ alone and drop its coupling to the lower one. This gives bound model states; with the coupling restored they could decay to the lower sheet.

Put $\chi=R(\rho)e^{i\nu\varphi}$. The full state $\chi|n\rangle$ must be single-valued, so the sign change of $|n\rangle$ makes $\nu$ half-integer. If the sign change is ignored, $\nu$ is an integer. The angular kinetic energy is $\nu^2/(\mu\rho^2)$, and $U$ adds $\frac14/(\mu\rho^2)$. With

$$\ell=(\mu k)^{-1/3},\qquad \rho=\ell x,$$

one has $1/(\mu\ell^2)=k\ell$, so division by $k\ell$ gives

$$-R''-\frac{R'}x+\frac c{x^2}R+xR=eR, \tag{8}$$

where the energy is $e\,k\ell$ and $c=\nu^2+\frac14$ with $U$, or $c=\nu^2$ without it.

Near the tip insert $R\sim x^s$. The most singular terms require $s^2=c$. The root $s=-\sqrt c$ has infinite energy, as does the solution $\ln x$ for $c=0$, since $\int(1/x)^2x\,dx$ diverges. The finite-energy solution is $R\sim x^{\sqrt c}$. As soon as $U$ is included in the equation, $c\ge\frac14$ and the function vanishes at the tip. With the sign change but without $U$, the lowest state has $\nu=\pm\frac12$, so it already vanishes as $x^{1/2}$.

For $k=0.1$ Ry/bohr and $\mu=2000$, $\ell=200^{-1/3}=0.171$ bohr and $k\ell=0.0171$ Ry.

**No sign change, no correction ($c=0$).** The ground state has $e=1.737$ and is nonzero at the tip. Put $R=1+a_2x^2+a_3x^3+\dots$ into (8). Since $R''+R'/x$ turns $x^m$ into $m^2x^{m-2}$, comparison of powers gives $4a_2=-e$ and $9a_3=1$. Thus $R^2=1-ex^2/2+O(x^3)$. In scaled units $U=k\ell/(4x^2)$, and integration from the cutoff $x_\varepsilon=\varepsilon/\ell$ gives

$$\langle U\rangle_\varepsilon=\frac{k\ell}4w\left[\ln\frac1{x_\varepsilon}+K+\frac{e\,x_\varepsilon^2}{4}+O(x_\varepsilon^3)\right],\qquad w=\frac{R(0)^2}{\int_0^\infty R^2x\,dx}. \tag{9}$$

The sign of the quadratic term follows from differentiation with respect to the lower limit, which must return $-R^2/x_\varepsilon=-1/x_\varepsilon+ex_\varepsilon/2+\dots$

With the computed $w=1.294$, the prefactor is $0.0171\times1.294/4=0.00553$ Ry. Each decade of cutoff should add $0.00553\times\ln10=0.01273$ Ry, or 173 meV. The computed values are:

| Cutoff $x_\varepsilon$ | $\langle U\rangle_\varepsilon$ (Ry) |
|---|---|
| $10^{-1}$ | 0.012116 |
| $10^{-2}$ | 0.024827 |
| $10^{-3}$ | 0.037561 |
| $10^{-5}$ | 0.063030 |

The first step is 0.012711 Ry, short of the asymptotic 0.012734 Ry by $2.3\times10^{-5}$ Ry. Equation (9) accounts for this: the quadratic term predicts a shortfall of $0.00553\times1.737\times(0.01-0.0001)/4=2.4\times10^{-5}$ Ry. The last row gives the constant, $K=0.063030/0.00553-\ln10^5\approx-0.12$.

**Correction without sign change ($c=\frac14$).** Put $R=u/\sqrt x$. Then $R''+R'/x=x^{-1/2}[u''+u/(4x^2)]$, and (8) becomes

$$-u''+\frac{c-\frac14}{x^2}u+xu=eu .$$

For $c=\frac14$ the decaying solution is the Airy function $u=\mathrm{Ai}(x-e)$. The regular behaviour $R\sim x^{1/2}$ means $u(0)=0$, so $-e$ is the first zero of $\mathrm{Ai}$ and $e=2.338$. The energy has risen by $(2.338-1.737)\times0.0171=0.0103$ Ry. The first-order shift is infinite, but the actual shift is finite.

**Sign change and correction ($c=\frac12$).** With the sign change alone, $c=\frac14$ and the same Airy state applies. Adding $U$ gives $c=\frac12$. The first-order shift is now finite: with $\langle x^{-2}\rangle=1.125$ it is $0.0171\times1.125/4=0.0048$ Ry. The actual shift is $(2.566-2.338)\times0.0171=0.0039$ Ry, or 53 meV. The first-order value is about 23% larger than the actual shift. It must lie above it, because it is the variational estimate made with the unadapted function.

## Where one sheet is not enough

The correction equals the gap between the sheets when

$$\frac1{4\mu\rho^2}=2k\rho\quad\Longrightarrow\quad\rho^3=\frac1{8\mu k},\qquad \rho=\frac\ell2 .$$

In the example this radius is 0.0855 bohr. At 1 bohr, $U=1.25\times10^{-4}$ Ry is small beside the gap of 0.2 Ry. At 0.01 bohr, $U=1.25$ Ry exceeds the gap of 0.002 Ry by a factor of 625. Near and inside $\ell/2$, neglect of the coupling between the sheets is not justified, but this radius is not a boundary outside which one sheet is safe. By (4) the coupling term is $\partial_\varphi/(\mu\rho^2)$ up to sign, of size $|\nu|/(\mu\rho^2)$, and it equals the gap at $\rho=(|\nu|/2)^{1/3}\ell$, which is $0.63\,\ell$ for $|\nu|=\frac12$ and larger for higher $|\nu|$. The $c=\frac12$ state has only about 2% of its density inside $\ell/2$, yet with the coupling restored it becomes a resonance at $e\approx2.59-0.37i$, whose half-width exceeds the shift $2.566-2.338$ produced by $U$. The model states above extend over distances of order $\ell$, so their energies show how the single-sheet equation behaves and are not predictions for the coupled system.

The coupling also removes the infinity. Take a constant two-state function $\Psi=(1,0)^T$ near the tip. Its amplitudes on the sheets are $\chi_+=\cos(\varphi/2)$ and $\chi_-=-\sin(\varphi/2)$. By (4),

$$\partial_\varphi\Psi=\left(\chi_+'-\tfrac12\chi_-\right)n_++\left(\chi_-'+\tfrac12\chi_+\right)n_- .$$

Its squared length is

$$\underbrace{\chi_+'^2+\chi_-'^2}_{1/4}+\underbrace{\tfrac14(\chi_+^2+\chi_-^2)}_{1/4}+\underbrace{\chi_-'\chi_+-\chi_+'\chi_-}_{-1/2}=0 .$$

The terms are the kinetic energy of the sheet amplitudes, the diagonal correction and the coupling between sheets, each divided by $\hbar^2/(2M\rho^2)$. On either sheet the angular average of the density at the tip is $\frac12$, so the diagonal correction taken alone has a logarithmically infinite expectation value. The sum is zero, as it must be for a constant function.

The requirement that the nuclear function vanish at the tip therefore belongs to the single-sheet description, in which either $U$ or the sign change enforces it. A full two-state function may be nonzero there and still have finite energy. If a calculation gives appreciable density within a distance of order $\ell$ of the tip, the remedy is to treat both states together. Fast nuclei widen this range: for a straight pass at distance $b$ and speed $v$ the Landau–Zener hopping probability is $e^{-\pi kb^2/\hbar v}$, which is 0.52 at $b=\ell$ for a kinetic energy of 0.1 Ry in the example. If $p(0)\neq0$, a cutoff in $\langle U\rangle$ leaves a result that grows logarithmically as the cutoff shrinks; if the density has a power-law zero, the cutoff value converges but still omits the coupling.

## Calculated quantities

```
mass ratio mu = 2000
cone slope k = 0.100 Ry/bohr
length ell = 0.17100 bohr
energy unit k*ell = 0.017100 Ry
rho = 0.01 bohr: U = 1.250000 Ry, gap = 0.0020 Ry
rho = 0.10 bohr: U = 0.012500 Ry, gap = 0.0200 Ry
rho = 1.00 bohr: U = 0.000125 Ry, gap = 0.2000 Ry
radius where U equals gap = 0.08550 bohr
linear cone, rho=0.1 bohr: max rel. deviation = 7.3e-07
three states, rho=0.01 bohr: max rel. deviation = 3.943e-03
three states, rho=0.001 bohr: max rel. deviation = 3.926e-04
sign after loop around tip = -1
sign after loop outside tip = 1
spinor pieces times rho^2: amplitudes 1/4, diagonal 1/4, coupling -1/2
slow zero: U integral per log doubling = 0.69315
slow zero: kinetic ratio per doubling = 4.0000
scaled energy e, c=0: 1.73722
scaled energy e, c=1/4: 2.33811
minus first Airy zero: 2.33811
scaled energy e, c=1/2: 2.56581
tip exponent, c=1/4: 0.4999
tip exponent, c=1/2: 0.7071
c=0: R(0)^2 / integral(R^2 x dx) = 1.29369
c=0, cutoff 1.710e-02 bohr: <U> = 0.012116 Ry
c=0, cutoff 1.710e-03 bohr: <U> = 0.024827 Ry
c=0, cutoff 1.710e-04 bohr: <U> = 0.037561 Ry
c=0, cutoff 1.710e-05 bohr: <U> = 0.050296 Ry
c=0, cutoff 1.710e-06 bohr: <U> = 0.063030 Ry
c=0, growth of <U> per decade = 0.012734 Ry
same growth = 173.26 meV
energy rise c=0 to 1/4 = 0.010275 Ry
Airy state <1/x^2> = 1.12481
sign change kept: first-order <U> = 0.004809 Ry
sign change kept: actual shift = 0.003894 Ry
same actual shift = 52.98 meV
Gaussian width a = 0.20 bohr, distance d = 0.60 bohr
Gaussian, cutoff 1e-03 bohr: <U> = 4.0305760e-04 Ry
Gaussian, cutoff 1e-06 bohr: <U> = 4.0838571e-04 Ry
Gaussian: U at its centre = 3.4722222e-04 Ry
Gaussian: log10(cutoff/a) for equal log term = -195.5
```
